# Transmission of Two Incoherent Barriers in Series

## The problem

A sheet of graphene carries current from a left contact to a right contact. Two line defects cross it from edge to edge, one behind the other. Each lets through half of the carriers that strike it and reflects the other half. Carriers reflected by the second defect can return to the first, be reflected again, and make another attempt.

(a) What fraction of the carriers sent in from the left finally leaves on the right, if the two defects act incoherently?

(b) What is the resistance of the channel with no defect, with one, and with two?

(c) Under what conditions does the answer to (a) fail, and by how much?

The channel is encapsulated in boron nitride and held at 300 K. Its data are rough typical values: carrier density $n=2\times10^{12}$ cm$^{-2}$, width $W=1000$ nm, spacing of the defects $L=200$ nm, mobility $\mu=50000$ cm$^2$/Vs, carrier velocity $v=10^6$ m/s.

**Conventions.** Barrier $i$ has transmission probability $T_i$ and reflection probability $R_i$. Nothing is absorbed, so $R_i=1-T_i$. The same $T_i$ holds from both sides: if the states on both sides were equally filled, no net current could flow, so equal incident fluxes must give equal transmitted fluxes. "Incoherent" means that we add the probabilities of different paths, not their wave amplitudes. The flow is steady, and there is at first no scattering between the barriers.

One number $T_i$ must also describe every encounter. This is so if all directions of incidence have the same transmission, or if each encounter spreads the outgoing carriers evenly over all available modes. We assume one or the other until part (c).

## A first estimate by scaling

In a long ohmic conductor the resistance is proportional to the number $N$ of equal obstacles. The conductance is proportional to the transmission, so this suggests

$$T\propto \frac1N .$$

One barrier transmits $1/2$. Doubling the number of barriers should halve this:

$$T_{\rm est}=\frac12\cdot\frac12=\frac14 .$$

Two simple bounds show how far to trust the estimate. Every transmitted carrier must have passed barrier 1 at its first encounter, since otherwise it went back to the left contact. Hence $T\le T_1=1/2$. On the other hand, carriers that pass both barriers at the first attempt already contribute $T_1T_2=1/4$, and later attempts can add to this but not subtract. Hence $T\ge1/4$. The estimate sits on the lower bound, so it is too low if any returning carrier gets through. The repeated reflections must now be counted.

## The exact solution

### Following the carriers

Send in one unit of flux from the left. A part $T_1$ enters the gap between the barriers, and a part $T_2$ of that leaves on the right. The direct contribution is $T_1T_2$.

The part $T_1R_2$ is reflected by barrier 2 and travels back to barrier 1. There a fraction $R_1$ is turned forward again, and a fraction $T_2$ of this passes barrier 2. One round trip has therefore multiplied the contribution by $R_2R_1$. Each further round trip does the same, so

$$T=T_1T_2\left[1+R_1R_2+(R_1R_2)^2+\dots\right].$$

To sum the bracket, call it $S$ and write $q=R_1R_2<1$. Removing the first term leaves $q$ times the same series: $S=1+qS$. Thus $S=1/(1-q)$, and

$$T=\frac{T_1T_2}{1-R_1R_2}. \tag{1}$$

For $T_1=T_2=R_1=R_2=1/2$,

$$T=\frac{1/4}{1-1/4}=\frac{1/4}{3/4}=\frac13 .$$

The total transmission is one third. The partial sums approach it quickly: $1/4$, $5/16$, $21/64$, $85/256$. The sum after $m$ round trips lacks $\frac13(1/4)^{m+1}$, because the omitted terms are the whole series multiplied by $(1/4)^{m+1}$. With no round trip the deficit is $1/12$, a quarter of the final answer.

A simulated random walk treats the same process one carrier at a time, with an independent even chance at every encounter. Of 200000 carriers a fraction 0.3338 was transmitted, with a standard error of 0.0011, in agreement with $1/3$.

### The steady state

The same result follows without a series. Let $a$ be the total right-going flux in the gap and $b$ the total left-going flux. The right-going flux consists of newly admitted carriers and of those turned back by barrier 1; the left-going flux is what barrier 2 reflects:

$$a=T_1+R_1b,\qquad b=R_2a .$$

Insert the second equation into the first:

$$a=T_1+R_1R_2a\quad\Rightarrow\quad a=\frac{T_1}{1-R_1R_2}=\frac{1/2}{3/4}=\frac23,$$

and $b=\frac12\cdot\frac23=\frac13$. The flux leaving on the right is $T_2a=\frac13$. The flux returning to the left contact is

$$R_1+T_1b=\frac12+\frac12\cdot\frac13=\frac23 .$$

Transmission and reflection add to one. The net flux in the gap, $a-b=\frac13$, equals the transmitted flux, as a steady flow requires. The flux striking barrier 2 is $2/3$, larger than the $1/2$ admitted at the first attempt, because some carriers strike it more than once.

### The rule of addition

Equation (1) becomes simpler when inverted. First expand its denominator:

$$1-(1-T_1)(1-T_2)=T_1+T_2-T_1T_2 .$$

Division by $T_1T_2$ gives

$$\frac1T=\frac1{T_1}+\frac1{T_2}-1 .$$

Subtract 1 from both sides and use $1/T-1=(1-T)/T$:

$$\frac{1-T}{T}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}. \tag{2}$$

The ratio of reflection to transmission is the quantity that adds. For our barriers each ratio is 1, the sum is 2, and $1/T=3$.

The pair absorbs nothing, and (1) is unchanged when the barriers are exchanged, so the pair has the same transmission from both sides. It can itself be treated as one barrier and combined with a third. Repeating this for $N$ half-transmitting barriers, with probabilities added throughout, gives

$$T_N=\frac1{1+N}. \tag{3}$$

## Comparison of estimate and solution

The estimate $1/4$ is 25 % below the exact $1/3$. Equation (3) shows why. Doubling the number of barriers changes the transmission by the factor

$$\frac{T_{2N}}{T_N}=\frac{1+N}{1+2N},$$

which tends to $1/2$ for large $N$ but equals $2/3$ for $N=1$. The scaling law holds when the 1 in the denominator is negligible beside $N$. Here it is as large as the contribution of one barrier. The value $1/4$ belongs to three barriers, not two.

The origin of the 1 can be seen by following the sum of right-going and left-going fluxes, which measures how full the states are. Deep in the left contact both fluxes are 1 and the sum is 2; deep in the right contact, which sends nothing in, it is 0. Between these limits our solution gives:

- left of barrier 1: $1+\frac23=\frac53$;
- in the gap: $\frac23+\frac13=1$;
- right of barrier 2: $\frac13$.

The sum falls by $\frac23$ at each barrier. It also falls by $\frac13$ at each contact, from $2$ to $\frac53$ and from $\frac13$ to $0$. The two contacts together account for $\frac23$, as much as one barrier. The total fall thus has three equal parts. Divided by the transmitted flux $\frac13$, each part gives 2. The contact part keeps this ratio when both barriers are removed: the flux is then 1, and the whole fall of 2 lies at the contacts. The scaling estimate had counted this contact part as if it belonged to the barrier and doubled it too.

Two limits show when simple rules work. For equal barriers of any transmission $\tau$, the denominator of (1) is $2\tau-\tau^2$, so

$$T=\frac{\tau^2}{2\tau-\tau^2}=\frac{\tau}{2-\tau}. \tag{4}$$

For nearly opaque barriers, $\tau\ll1$, this tends to $\tau/2$: the halving rule is right, because the barriers dominate the contacts. For nearly transparent barriers put $\tau=1-\epsilon$. Then

$$T=\frac{1-\epsilon}{1+\epsilon}\approx1-2\epsilon\approx\tau^2$$

to first order in $\epsilon$: the simple product is right, because a round trip needs two reflections and has probability $\epsilon^2$. At $\tau=1/2$ the two rules give the same number, $\tau/2=\tau^2=1/4$, and neither limit applies. Their agreement there is no evidence for either.

## The resistance of the channel

Graphene has two spin directions and two valleys, hence four carriers per allowed wave vector. The occupied states fill a circle of radius $k_F$, so

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad k_F=\sqrt{\pi n}=0.251\ \text{nm}^{-1}.$$

Transverse wave numbers are spaced by $2\pi/W$ (periodic counting) and run from $-k_F$ to $k_F$. The number of modes per spin and valley is

$$M=\frac{2k_F}{2\pi/W}=\frac{k_FW}{\pi}=\frac{0.2507\times1000}{\pi}=79.8 .$$

A direct count gives 79, since the number of modes must be whole; the smooth formula is good to about one mode.

Each fully open mode contributes $e^2/h$ to the conductance, so

$$G=\frac{4e^2}{h}MT,\qquad R=\frac{R_0}{T},\qquad R_0=\frac{h}{4e^2M}=81\ \Omega .$$

Here $R$ without index is a resistance. With $T=1$, $1/2$ and $1/3$ the channel has 81, 162 and 243 $\Omega$. The last value corresponds to a conductance of 4.1 mS. Each barrier adds 81 $\Omega$, which is rule (2) in ohms. The scaling estimate would have given $81/(1/4)\approx324\ \Omega$, one third too much. All these values leave out scattering along the channel, which adds $1/(ne\mu W)=62\ \Omega$ per micrometre of length.

## When one third fails

### Waves that remember their phase

Electrons are waves, and the amplitudes of paths with different numbers of round trips can interfere. Let $\phi$ be the phase gained in one round trip, including the phases of the two reflections. The amplitudes form a geometric series with ratio $\sqrt{R_1R_2}\,e^{i\phi}$, so

$$T(\phi)=T_1T_2\left|\sum_{m=0}^{\infty}\left(\sqrt{R_1R_2}\,e^{i\phi}\right)^m\right|^2=\frac{T_1T_2}{\left|1-\sqrt{R_1R_2}\,e^{i\phi}\right|^2}.$$

For our barriers $\sqrt{R_1R_2}=1/2$, and $|1-\frac12e^{i\phi}|^2=1+\frac14-\cos\phi$. Multiplying numerator and denominator by 4 gives

$$T(\phi)=\frac{1}{5-4\cos\phi}.$$

This is 1 at $\phi=0$ and $1/9$ at $\phi=\pi$. Two half-transmitting barriers can be fully transparent, or far more opaque than the incoherent rule says.

Now average over all phases with equal weight. The squared sum contains products of term $m$ with term $m'$, carrying the factor $e^{i(m-m')\phi}$. For $m\ne m'$ this averages to zero over a full turn. The terms with $m=m'$ leave

$$\overline{T(\phi)}=T_1T_2\sum_{m=0}^\infty(R_1R_2)^m=\frac13 .$$

So the incoherent result for two barriers is also the phase average of the coherent one.

Temperature can supply this average. At normal incidence $\phi=2kL+\text{const}$ if the reflection phases do not depend on energy, and in graphene $k=E/\hbar v$. The phase makes a full turn when the energy changes by

$$\Delta E=\frac{\pi\hbar v}{L}.$$

For $v=10^6$ m/s, $\hbar v=0.658$ eV nm, so the Fermi energy is $E_F=\hbar vk_F=0.165$ eV and $\Delta E=\pi\times0.658/200=0.010$ eV. The thermal energy at 300 K is $k_BT_{\rm th}=0.026$ eV, with $T_{\rm th}$ the temperature, so carriers within the thermal window cover several turns. Averaging $T(\phi)$ over this window, while the Fermi energy is moved through one period, gives 0.333333 throughout. At 10 K, where the thermal energy is thirty times smaller, the same average varies between 0.15 and 0.60.

For this spacing, interference at normal incidence is therefore averaged out at 300 K even if no collision disturbs the phase. At 10 K the incoherent rule needs another cause of phase averaging. Both results are for normal incidence and for reflection phases that do not depend on energy; modes at other angles have other phases, so the total over the many modes of a wide channel varies less than the range given for 10 K.

### Carriers that remember their direction

Suppose that the transmission depends on the angle of incidence $\theta$, by the same law at both defects, and that a carrier keeps its angle, apart from reversal, through all reflections. Then (4) holds for each mode separately, and the average must be taken after combining the barriers:

$$\langle T\rangle=\left\langle\frac{\tau}{2-\tau}\right\rangle,\qquad\langle\tau\rangle=\frac12 .$$

Since $2-\tau\ge1$, each term is at most $\tau$, so $\langle T\rangle\le1/2$. The second derivative of $\tau/(2-\tau)$ is $4/(2-\tau)^3>0$, so the curve lies above its tangent at $\tau=1/2$. Averaging the tangent gives its value at the mean, and hence $\langle T\rangle\ge1/3$. With the same law at both defects, direction memory can raise the transmission but not lower it: the well-transmitted modes are open at both barriers.

As an illustration take $\tau=1-|\sin\theta|$. The modes are evenly spaced in transverse wave number, hence in $u=|\sin\theta|$ from 0 to 1, and the mean of $1-u$ is indeed $1/2$. With $2-\tau=1+u$,

$$\langle T\rangle=\int_0^1\frac{1-u}{1+u}\,du=\int_0^1\left(\frac{2}{1+u}-1\right)du=2\ln2-1=0.386,$$

which is 16 % above $1/3$.

### Scattering between the barriers

Let a thin slice $dx$ of the channel reflect a fraction $dx/\lambda$. By rule (2) the slices add, and a length $L$ contributes $L/\lambda$ to $(1-T)/T$. To find $\lambda$ from the mobility, consider a channel so long that $T\approx\lambda/L$, and equate its conductance to the ohmic value $\sigma W/L$ with $\sigma=ne\mu=k_F^2e\mu/\pi$:

$$\frac{4e^2}{h}\,\frac{k_FW}{\pi}\,\frac{\lambda}{L}=\frac{k_F^2e\mu}{\pi}\,\frac WL
\quad\Rightarrow\quad \lambda=\frac{h\mu k_F}{4e}\approx1300\ \text{nm}.$$

The 200 nm between the defects adds $L/\lambda=0.154$. Then $1/T\approx1+1+1+0.154=3.154$ and $T\approx0.32$, roughly 5 % below $1/3$. This is an estimate, because $\lambda$ was found from a long channel and is used here for a gap shorter than $\lambda$. In so short a gap the oblique carriers, whose paths are $L/\cos\theta$ long, are turned back more often than this rule assumes, and the reduction is somewhat larger, up to about 6 %.

This length also bears on direction memory. The transport free path is $\hbar k_F\mu/e=2\lambda/\pi\approx825$ nm, about four times the gap, so most carriers cross the gap without a large change of direction, although a sizeable minority, chiefly the oblique ones, do not. (Scattering through small angles hardly affects the mobility and may be more frequent.) The scrambling of directions assumed at the start must come from the defects themselves. A rough defect may provide it; a straight, smooth one need not.

### Temperature and contacts

At 300 K the number of open modes must be averaged over energy. It is proportional to $|E|$, measured from the point where the bands touch, so $E_F=0.165$ eV is replaced by

$$\langle|E|\rangle=\int|E|\left(-\frac{df}{dE}\right)dE,$$

where $f$ is the Fermi function. We hold the density of electrons minus holes fixed, as a gate does to good approximation. The chemical potential then falls to 0.158 eV and $\langle|E|\rangle$ is also 0.158 eV. The conductance is 4.0 % lower than the zero-temperature formula gives, for a transmission that does not depend on energy. The fraction $1/3$ is unaffected.

Real contacts add resistance beyond the ideal share contained in $R_0$. We assume 100 $\Omega\,\mu$m for this excess at each contact, a rough figure, which for this width makes 200 $\Omega$ for the two. That is 82 % of the 243 $\Omega$ found above, and a two-terminal measurement would show about 443 $\Omega$, if the thermal correction and the scattering along the channel are left out. Reading this as $R_0/T$ would give $T=81/443=0.18$ instead of $0.33$. If the contacts stay the same, the difference between channels with and without defects removes their excess.

### The model beside a real channel

The density, mobility and contact values describe a clean encapsulated graphene device in round figures. Graphene on a rougher substrate usually has a much lower mobility; since $\lambda\propto\mu$ at fixed density, a tenfold reduction would raise the term $L/\lambda$ to 1.54 and lower $T$ to $1/4.54=0.22$. The transmission $1/2$ is a chosen value and is not that of a particular defect. A smooth electrostatic barrier in graphene does not reflect carriers at normal incidence, so the interference example needs defects of another kind, for instance with structure on the atomic scale. For the numbers used here, the largest uncertainty in $T$ at 300 K, among the effects examined, is direction memory: 16 % for the angular law chosen if nothing scatters in the gap (scattering there, at the mobility used, leaves $T$ only about half as far above $1/3$), and at most 50 % for any law common to both defects with mean $1/2$. In a channel shorter than about 3 μm, the largest error in reading $T$ from a measured resistance comes from the contacts; in a longer one, scattering along the channel adds more. This length assumes that the edges add no resistance; since the width is comparable to the free path, rough edges would shorten it. The main values are collected in the numerical output below.

## Table of computed values

```
TWO BARRIERS, EACH T = 1/2
transmitted after 0 round trips: 1/4 = 0.250000
transmitted after 1 round trips: 5/16 = 0.312500
transmitted after 2 round trips: 21/64 = 0.328125
transmitted after 3 round trips: 85/256 = 0.332031
transmitted after 4 round trips: 341/1024 = 0.333008
total transmission, formula: 1/3 = 0.333333
flux between barriers, right-going: 0.666667
flux between barriers, left-going: 0.333333
total reflection: 0.666667
random walk, 200000 carriers: 0.3338
random walk, standard error: 0.0011
coherent minimum: 0.1111
coherent maximum: 1.0000
coherent phase average: 0.333333
GRAPHENE EXAMPLE, INPUTS (rough typical values)
density: 2.0e+12 cm^-2
width: 1000 nm
barrier spacing: 200 nm
mobility: 50000 cm2/Vs
carrier velocity: 1.0e+06 m/s
temperature: 300 K
excess contact resistance: 100 ohm um per contact
GRAPHENE EXAMPLE, RESULTS
Fermi wave number: 0.2507 nm^-1
Fermi energy: 0.1650 eV
modes per spin and valley, kF W/pi: 79.8
modes counted directly: 79
resistance, no barrier: 80.9 ohm
resistance, one barrier: 161.8 ohm
resistance, two barriers: 242.6 ohm
conductance, two barriers: 4.121 mS
resistance from wrong product 1/4: 323.5 ohm
NEGLECTED EFFECTS
backscattering length: 1296 nm
added term L/lambda: 0.1543
T with scattering between barriers: 0.3170
change of T from it: -4.9 %
thermal energy kT: 0.02585 eV
coherent T averaged at 300 K: 0.333333 to 0.333333
coherent T averaged at 10 K: 0.149 to 0.601
T if directions are kept: 0.3863
change of T from it: 15.9 %
chemical potential at 300 K: 0.1582 eV
thermal mean of |E|: 0.1583 eV
thermal change of conductance: -4.0 %
excess resistance of both contacts: 200 ohm
its size relative to two barriers: 82 %
```
